# Fitting ion-assisted etch yields without reciprocal bias toward weak signals

A germanium etch runs with chlorine atoms and argon ions, and the rate must go up. Should the chlorine flow be raised, or the ion flux? The answer hangs on the saturated yield, the number of atoms removed per ion when chlorine is plentiful. In the synthetic data set used below, the yield at the largest chlorine supply is 1.37. A nonlinear least-squares fit puts saturation at 1.48, about 8 % above that reading, so more chlorine can add little to the rate. In the fitted law, doubling the chlorine atom flux at that point, with the ion flux held fixed, raises the rate by 3 %, while doubling the ion flux at fixed chlorine flux raises it by 88 %. In a plasma the two fluxes are seldom set independently. A straight line through the reciprocals of the same data puts saturation at 2.65. Set against the same reading, that seems to promise nearly a doubling, yet the line's own curve gives 2.22 where 1.37 was measured. The data were generated with a saturated yield of 1.5.

## The law to be fitted

Let $\Gamma_n$ and $\Gamma_i$ be the neutral and ion fluxes, $R=\Gamma_n/\Gamma_i$, and $\theta$ the fraction of surface sites covered by chlorine. A neutral sticks on a bare site with probability $s$. The yield is $Y_0$ on bare surface (physical sputtering) and $Y_s$ on covered surface. Each atom removed from covered surface carries away $\nu$ neutrals. With $N$ sites per unit area,

$$N\frac{d\theta}{dt}=s\Gamma_n(1-\theta)-\nu Y_s\theta\,\Gamma_i .$$

In the steady state the right side vanishes. Dividing by $\Gamma_i$ gives $sR(1-\theta)=\nu Y_s\theta$, hence

$$\theta=\frac{sR}{sR+\nu Y_s}=\frac{R}{R+K},\qquad K=\frac{\nu Y_s}{s}.$$

The yield is the average over bare and covered surface, $Y=Y_0(1-\theta)+Y_s\theta$. Define the excess yield $u=Y-Y_0$ and $A=Y_s-Y_0$. Then the model value of $u$ is

$$f(R)=A\theta=\frac{AR}{R+K}.$$

For $R\ll K$ the excess is close to $AR/K$. Its contribution to the etch rate, $\Gamma_iAR/K=A\Gamma_n/K$, is then limited by neutrals, while the sputtering part $\Gamma_iY_0$ still grows with the ion flux and dominates as $R\to0$. For $R\gg K$ the excess is close to $A$, short by about $AK/R$, and ions limit the whole etch. At $R=K$ it is half of $A$.

Multiplying $s$ and $\nu$ by the same number leaves $K$ unchanged, so yield data fix $s/\nu$ but not $s$. The sticking probability is recovered only if $\nu$ is known from elsewhere. I take $\nu=2$, and $Y_0=0.2$ as known from runs without chlorine. Then

$$Y_s=A+Y_0,\qquad s=\frac{\nu(A+Y_0)}{K}.$$

The synthetic data have $Y_s=1.5$ and $s=0.3$, hence $A=1.3$ and $K=2(1.5)/0.3=10$. Each yield carries an independent error of standard deviation $\sigma=0.0294$, the same at every $R$, while $R$ is taken as free of error.

| $R$ | measured $u$ | $1/u$ |
|---|---|---|
| 1 | 0.0803 | 12.4477 |
| 2 | 0.2166 | 4.6170 |
| 4 | 0.3818 | 2.6194 |
| 8 | 0.5298 | 1.8877 |
| 16 | 0.7641 | 1.3087 |
| 32 | 1.0341 | 0.9670 |
| 64 | 1.0806 | 0.9255 |
| 128 | 1.1681 | 0.8561 |

## Three points by hand: the reciprocal line

Inverting the law gives a straight line in $x=1/R$:

$$\frac1f=\frac{R+K}{AR}=a+bx,\qquad a=\frac1A,\quad b=\frac KA .$$

Take the points $R=1,16,128$, so $x=1,\ 0.0625,\ 0.0078$, and write $z=1/u$. The means are $\bar x=0.3568$ and $\bar z=4.8708$. The unweighted line has

$$b=\frac{\sum(x-\bar x)z}{\sum(x-\bar x)^2}=\frac{7.323}{0.6221}=11.77,\qquad a=\bar z-b\bar x=0.671 .$$

Thus $A=1/a=1.49$, $K=b/a=17.5$, $Y_s=1.69$ and $s=2(1.69)/17.5=0.193$.

Now turn the line back into yields. At $R=1$ it gives 0.0804, nearly the measured 0.0803. At $R=128$ it gives $1/(0.671+0.092)=1.310$ against a measured 1.168, a miss of 0.142, or almost five standard deviations. All three yields were measured equally well, yet the line follows the smallest and sacrifices the largest.

## The same three points by nonlinear least squares

Minimize instead the misfit in the measured quantity,

$$Q=\sum_i r_i^2,\qquad r_i=u_i-f(R_i).$$

It helps to use $p=(\ln A,\ln K)$ as unknowns, since $A$ and $K$ then stay positive. The derivatives are

$$\frac{\partial f}{\partial\ln A}=A\frac{R}{R+K}=f,$$

$$\frac{\partial f}{\partial\ln K}=-\frac{KAR}{(R+K)^2}=-f\,\frac{K}{R+K}=-f(1-\theta).$$

Collect them as the two columns of a matrix $J$. For a small change $\delta$ of $p$, the residual becomes $r-J\delta$ to first order. Setting the derivative of $|r-J\delta|^2$ with respect to $\delta$ to zero gives the Gauss–Newton equations

$$J^TJ\,\delta=J^Tr .$$

For a start, draw the reciprocal line through the two upper points alone:

$$b=\frac{1.3087-0.8561}{0.0625-0.0078}=8.28,\qquad a=0.791,$$

so $A=1.264$ and $K=10.46$. These reproduce the two upper points. At $R=1$ the model gives 0.1103, so the residuals are $r=(-0.0300,0,0)$. The entries of $J$ are

$$J=\begin{pmatrix}0.1103&-0.1007\\0.7641&-0.3020\\1.1681&-0.0882\end{pmatrix},$$

and therefore

$$\begin{pmatrix}1.960&-0.345\\-0.345&0.1091\end{pmatrix}\delta=\begin{pmatrix}-0.00331\\0.00302\end{pmatrix},\qquad \delta\approx\begin{pmatrix}0.007\\0.050\end{pmatrix}.$$

Multiplying by the exponentials of these changes gives $A=1.27$ and $K=11.0$, so $Y_s=1.47$ and $s=0.268$. The misfit $Q$ falls from 0.00090 to 0.00078; for the unweighted line it is 0.023. A second step changes $\ln K$ by only about $-0.003$. The low point has moved $K$ by 5 % and $A$ by less than 1 %.

## Where the excess weight comes from

A small error $\delta u$ in the excess yield changes its reciprocal by

$$\delta\left(\frac1u\right)=-\frac{\delta u}{u^2},\qquad \operatorname{var}\left(\frac1u\right)\approx\frac{\sigma^2}{f^4}.$$

Least squares with independent errors calls for weights inversely proportional to the variance, here $f^4$. An unweighted line uses equal weights. Compared with correct weighting, it favours the lowest point over the highest by

$$\left(\frac{f_{\max}}{f_{\min}}\right)^4=\left(\frac{1.2058}{0.1182}\right)^4\approx1.1\times10^4,$$

where the true excess yields at $R=128$ and $R=1$ have been inserted.

The fourth power belongs to equal errors. If the error is a fixed fraction of the excess, $\sigma_i\propto f_i$, then $\operatorname{var}(1/u)\propto f^{-2}$ and the factor drops to about 104. If $\sigma_i\propto f_i^2$, the reciprocals have equal variances and the unweighted line is correctly weighted. In that case the unweighted nonlinear fit is the poor choice: for the eight flux ratios its first-order standard error in $s$ is 6.8 times that of the line. What matters is the match between weights and errors, not the curvature of the plot.

The first-order variance is itself strained at the low end. Suppose the error is spread evenly between $-h$ and $h$, with $h=\sqrt3\,\sigma=0.0509<f$. Integrating over this interval gives

$$\left\langle\frac1u\right\rangle=\frac1{2h}\int_{f-h}^{f+h}\frac{du}{u}=\frac1{2h}\ln\frac{f+h}{f-h},$$

$$\left\langle\frac1{u^2}\right\rangle=\frac1{2h}\left(\frac1{f-h}-\frac1{f+h}\right)=\frac1{f^2-h^2}.$$

At $R=1$ the mean reciprocal is 9.05, while $1/f=8.46$. The reciprocal is a convex function, so symmetric errors push its mean upward. Its standard deviation is 2.45, against 2.11 to first order. For Gaussian errors the mean does not exist, because the probability density at $u=0$ is nonzero and $1/u$ is not integrable there. The synthetic errors are therefore drawn from the bounded distribution.

## The method in general

Given $n$ points with equal independent errors and known $Y_0$:

1. Form $u_i=Y_i-Y_0$. Negative values may stay.
2. Start from the reciprocal line with weights $u_i^4$. Since $u^4(1/u-a-bx)^2=[u-u^2(a+bx)]^2$, no division by $u$ is needed. If $a$ or $b$ is not positive, replace it by a small positive number.
3. Compute $f_i$, $r_i$ and $J$, and solve
$$\left[J^TJ+\lambda\,\operatorname{diag}(J^TJ)\right]\delta=J^Tr .$$
4. If $p+\delta$ does not raise $Q$, accept it and divide $\lambda$ by 10. Otherwise keep $p$ and multiply $\lambda$ by 10.
5. Stop when $\delta$ is negligible and $J^Tr$ is close to zero. Convert $A,K$ to $Y_s,s$.

This is the Levenberg–Marquardt method. For small $\lambda$ it takes Gauss–Newton steps. For large $\lambda$ the step is short and $\delta^TJ^Tr>0$, so it points downhill in $Q$. If the errors differ, divide each $r_i$ and each row of $J$ by $\sigma_i$.

A downhill method finds a local minimum. Here a scan settles the matter, because for fixed $K$ the best amplitude is $A=\sum u_i\theta_i/\sum\theta_i^2$, leaving one variable. For the eight points, a scan of $K$ from 0.1 to 1000 shows a single minimum, at the fitted value.

**Standard errors.** Near the solution, small data errors shift the parameters by $\delta p=J^+\delta u$, with $J^+=(J^TJ)^{-1}J^T$. To first order the covariance of $p$ is therefore

$$C=\sigma^2J^+(J^+)^T=\sigma^2(J^TJ)^{-1}.$$

From $s=\nu(A+Y_0)/K$ follows $d\ln s=(A/Y_s)\,d\ln A-d\ln K$, which carries $C$ over to $s$.

**Why the line cannot do better under equal errors.** Let another fit respond to data errors by $\delta p=S\,\delta u$. If it returns the true parameters from noise-free data, a change $\delta p$ of the truth alters the data by $J\delta p$ and the result by $\delta p$, so $SJ=I$. Then $S(J^+)^T=SJ(J^TJ)^{-1}=(J^TJ)^{-1}$, and multiplying out gives

$$(S-J^+)(S-J^+)^T=SS^T-(J^TJ)^{-1}.$$

The left side has no negative eigenvalue. To first order in the errors, no such fit has a smaller variance for any combination of $\ln A$ and $\ln K$. The unweighted reciprocal line is one such fit.

**Repairing the line.** If all $u_i>0$, a reciprocal line can reach the nonlinear solution. Start with $f_i=u_i$. Give each point the weight $u_if_i^3$, solve, recompute $f_i$ from the new line, and repeat. With the weights held fixed during each solve, the condition for a minimum contains the terms

$$uf^3\left(\frac1u-\frac1f\right)\partial\left(\frac1f\right)=uf^3\,\frac{f-u}{uf}\left(-\frac{\partial f}{f^2}\right)=(u-f)\,\partial f,$$

where $\partial$ is a derivative with respect to a parameter. Their sum vanishes exactly when $J^Tr=0$. A line that no longer changes is thus a stationary point of $Q$. Convergence is not guaranteed in general; for the eight points it took ten passes to settle to $10^{-12}$ in the yields (four to $10^{-4}$) and gave the same $Y_s$ and $s$ as the nonlinear fit.

## Eight points on germanium

The constant error has a physical origin. Let the ion flux be $10^{15}\ \mathrm{cm^{-2}\,s^{-1}}$ and each etch last 60 s. With $4.412\times10^{22}$ germanium atoms per $\mathrm{cm^3}$ (from a lattice constant rounded to 0.566 nm; 0.5658 nm gives $4.417\times10^{22}$ and the same depth to three digits), a yield of one removes

$$\frac{6\times10^{16}\ \mathrm{cm^{-2}}}{4.412\times10^{22}\ \mathrm{cm^{-3}}}=1.36\times10^{-6}\ \mathrm{cm}=13.6\ \mathrm{nm}.$$

A depth error of 0.4 nm is then a yield error of $0.4/13.6=0.0294$ in every run. The saturated yield of 1.5 corresponds to 20.4 nm/min.

For the data in the table, the nonlinear fit gives $Y_s=1.48$ and $s=0.289$. The first-order standard errors are 0.028 and 0.018, so both results lie within one of them from the truth. The unweighted line gives 2.65 and 0.193. The lowest excess in this set happens to be 0.038 below its true value, or 1.3 standard deviations.

To isolate that point, lower it by one standard deviation and leave the other seven exact. The nonlinear fit moves to $Y_s=1.504$, $s=0.296$; the line moves to 2.23 and 0.215. To first order the lowest point supplies 95 % of the variance of $Y_s$ from the line, but 1.6 % of that from the nonlinear fit.

The leverage can be traced. The intercept of the line is a weighted sum of the $z_i$ with coefficients $1/n-\bar x(x_i-\bar x)/\sum(x-\bar x)^2$. For the eight ratios $\bar x=0.249$ and the sum is 0.837, so the coefficient at $R=1$ is $-0.098$. Multiplied by the standard deviation 2.45, it gives 0.24, nearly the whole standard deviation 0.245 of the intercept. The true intercept is only 0.769, and $Y_s$ depends on its inverse.

Over 40,000 simulated experiments, the 16th to 84th percentiles are:

| fit | $Y_s$ | $s$ |
|---|---|---|
| nonlinear | 1.47 to 1.53 | 0.282 to 0.319 |
| unweighted line | 1.24 to 2.52 | 0.200 to 0.398 |

The medians of both fits lie close to the truth, but the line scatters widely, and its $Y_s$ is skewed upward, with a sample mean of about 1.9. Strictly, $Y_s$ from the line has no mean: at one corner of the allowed errors the intercept falls to $-0.006$, so it can pass through zero, although it did so in none of the 40,000 experiments. The line's coefficients are biased too: the mean slope is 8.25 instead of 7.69, and the mean intercept 0.719 instead of 0.769. The upward bias of $1/u$ at $R=1$ raises the slope and, through the negative coefficient, lowers the intercept.

## What the error bars leave out

The parameters are round values in the rough regime of halogen-assisted etching with 100 eV argon ions, where yields are of order one; they are not measurements on germanium. The following shifts come from refitting noise-free data for this example, except for the last two effects.

- **Neutral flux.** A reading 10 % high multiplies $R$ and $K$ by 1.1. It leaves $Y_s$ alone and lowers $s$ to 0.273, more than its standard error.
- **Ion flux.** A reading 10 % high divides $Y$, $Y_0$ and $R$ by 1.1. Then $Y_s$ falls to 1.36, while $s=\nu Y_s/K$ is unchanged.
- **Bare-surface yield.** Taking $Y_0$ too high by one $\sigma$ gives $Y_s=1.51$ and $s=0.28$. A single run without chlorine is therefore not enough; several should be averaged.
- **Spontaneous etching.** If a small fraction $\varepsilon$ of arriving chlorine etches without ions, and its effect on the coverage is neglected, the yield gains $\varepsilon R/\nu$ and never saturates. For $\varepsilon=10^{-3}$ the fit returns $Y_s=1.56$. A shift of one standard error needs only $\varepsilon\approx5\times10^{-4}$, so this should be measured with the ions off, at the temperature of use.
- **Ion energy.** If $Y_s\propto\sqrt E-\sqrt{E_{th}}$ with a rough threshold of 20 eV, a drift of 1 eV changes $Y_s$ by 0.014, half its standard error.
- **Coverage transient.** Starting from a bare surface, $\theta$ approaches its steady value exponentially with time constant $\tau=N/[\Gamma_i(sR+\nu Y_s)]$. For one chlorine site per surface atom on the (100) face, $N=6.2\times10^{14}\ \mathrm{cm^{-2}}$, this lowers the mean yield by at most 0.0011 in these runs; the loss grows in proportion to $N$. A thicker chlorinated layer would take longer to fill.

The product composition matters as well: if $\nu$ were 4 instead of 2, the same $A$ and $K$ would mean $s=0.6$. A plasma also supplies molecular and reactive ions with a spread of energies, and the fitted $s$ and $Y_s$ are then effective values for that plasma. The numerical output below lists the values for the eight-point data set and the simulated experiments.

## Computed results

```
inputs: Ys=1.5, Y0=0.2, s=0.3, nu=2.0 (dimensionless)
ion energy 100 eV, temperature 300 K
ion flux 1.0e+15 1/(cm2 s), etch time 60 s
Ge lattice constant 0.566 nm, density 4.412e+22 1/cm3
A=1.300, half-rise flux ratio K=10.000
saturated etch rate 20.40 nm/min
depth error 0.4 nm, yield error sigma 0.0294
noise half-width 0.0509
Cl pressure equivalent at largest R: 0.376 mTorr
R | true Y | measured Y | measured excess | 1/excess
    1   0.3182   0.2803   0.0803  12.4477
    2   0.4167   0.4166   0.2166   4.6170
    4   0.5714   0.5818   0.3818   2.6194
    8   0.7778   0.7298   0.5298   1.8877
   16   1.0000   0.9641   0.7641   1.3087
   32   1.1905   1.2341   1.0341   0.9670
   64   1.3243   1.2806   1.0806   0.9255
  128   1.4058   1.3681   1.1681   0.8561
data set, nonlinear: Ys=1.4768, s=0.2895
data set, unweighted line: Ys=2.6494, s=0.1927
data set, nonlinear: A=1.2768, K=10.2031
reweighted line: Ys=1.4768, s=0.2895, passes=10
first-order standard errors: Ys 0.0279, s 0.0185
true excess, lowest 0.1182, highest 1.2058
overweight factor, equal errors 10837
overweight factor, equal relative errors 104.1
lowest point, std of 1/excess: exact 2.445, first order 2.106
lowest point share of Ys variance: line 95.46 %, nonlinear 1.6484 %
lowest point share of s variance: line 99.48 %, nonlinear 4.53 %
lowest point 1 sigma low, nonlinear: Ys=1.5036, s=0.2961
lowest point 1 sigma low, line: Ys=2.2267, s=0.2153
simulated experiments: 40000; 16, 50, 84 percentiles follow
nonlinear Ys: 1.4714, 1.5002, 1.5295
nonlinear s: 0.2820, 0.3003, 0.3194
line Ys: 1.2380, 1.4885, 2.5218
line s: 0.2001, 0.3002, 0.3982
line intercept: true 0.7692, mean 0.7190, std 0.2450
line slope: true 7.6923, mean 8.2478, std 2.2022
nonpositive intercepts: 0
errors ~ excess^2: s error, nonlinear/line = 6.79
largest yield loss from coverage transient 0.00111
spontaneous probability 0.001: Ys=1.5615, s=0.2884
probability shifting Ys by one standard error 4.62e-04
Y0 one sigma too high: Ys=1.5120, s=0.2775
neutral flux read 10 % high: Ys=1.5000, s=0.2727
ion flux read 10 % high: Ys=1.3636, s=0.3000
ion energy drift +1 eV (threshold 20 eV): Ys shift 0.0135
```
